**Transition pressure of a two-state gate-opening host**

The program tests $P^*=(e^g-1)/K$ and $d\ln P^*/d(1/T)=(H_b+H_h/\theta)/R$. Here $P^*$ is the equilibrium transition pressure, $K$ the binding constant of an open-host site, $H_b$ the guest binding enthalpy, and $H_h$ the enthalpy of opening the empty host per mole of sites. The reduced opening free energy is $g$, and $\theta=1-e^{-g}$ is the open-host loading at $P^*$. The program asserts that the formulas agree with explicit sums over site occupations, root finding and finite differences. It also asserts that a harmonic site, integrated by quadrature, reproduces the isosteric enthalpy of $-30$ kJ/mol at 300 K, and that its temperature dependence and host volume work change the example's ratio only slightly. The output shows that the pressure ratio between 320 and 280 K is 5.01 for $H_h=0$, 3.05 for 8 kJ/mol and 0.76 for 30 kJ/mol. All three hosts are model systems with the same transition pressure at 300 K.

## Numerical verification

```python
"""Gate opening of a two-state host: equilibrium pressure between 280 and 320 K.

Result under test:
    P* = (exp(g) - 1) / K,   g = (H_h - T S_h) / (R T)
    d ln P* / d(1/T) = (H_b + H_h / theta) / R,   theta = 1 - exp(-g)
P*   : pressure at which the open and closed host have equal weight (bar)
K    : binding constant of one site of the open host (1/bar)
H_b  : guest binding enthalpy relative to the ideal gas (J/mol)
H_h, S_h : enthalpy and entropy of opening the empty host, per mole of sites
theta: guests per site in the open host at P*
The closed host is taken to adsorb nothing.
"""
import numpy as np
from scipy.constants import R, k as k_B
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln, logsumexp

H_BIND = -30000.0        # J/mol
T_LOW, T_REF, T_HIGH = 280.0, 300.0, 320.0
K_REF = 10.0             # 1/bar at T_REF
G_REF = 5000.0           # J per mole of sites at T_REF
HOST_ENTHALPIES = (0.0, 8000.0, 30000.0)
VOLUME_CHANGE = 60e-6    # m^3 per mole of sites, used only for a size check
BAR = 1.0e5              # Pa


def ln_k_vant_hoff(T):
    return np.log(K_REF) - H_BIND / R * (1 / T - 1 / T_REF)


def host_entropy(h_host):
    return (h_host - G_REF) / T_REF


def host_g(T, h_host):
    return (h_host - T * host_entropy(h_host)) / (R * T)


def pressure_formula(T, h_host):
    return np.expm1(host_g(T, h_host)) / np.exp(ln_k_vant_hoff(T))


# Harmonic adsorption site, its width chosen to give K_REF at T_REF.
WELL_DEPTH = -H_BIND + R * T_REF / 2
site_volume = (K_REF / BAR * k_B * T_REF
               * np.exp(-WELL_DEPTH / (R * T_REF)) * 1e30)
site_variance = site_volume ** (2 / 3) / (2 * np.pi)     # angstrom^2
SPRING = R * T_REF / site_variance                       # J/mol/angstrom^2


def ln_k_site(T):
    """Binding constant from the configurational integral of one site."""
    width = np.sqrt(R * T / SPRING)
    integral = quad(lambda r: 4 * np.pi * r**2
                    * np.exp(-SPRING * r**2 / (2 * R * T)),
                    0, 12 * width, epsabs=1e-13, epsrel=1e-11)[0]
    return (np.log(integral * 1e-30 * BAR / (k_B * T))
            + WELL_DEPTH / (R * T))


def occupation_logs(ln_p, ln_k, sites):
    """Log weights of n guests on the sites, for n = 0 ... sites."""
    n = np.arange(sites + 1)
    return (gammaln(sites + 1) - gammaln(n + 1) - gammaln(sites - n + 1)
            + n * (ln_k + ln_p))


def mean_loading(ln_p, ln_k, sites=50):
    logs = occupation_logs(ln_p, ln_k, sites)
    weights = np.exp(logs - logsumexp(logs))
    return weights @ np.arange(sites + 1) / sites


def log_odds(ln_p, T, h_host, sites=50, ln_k=None, dv=0.0):
    """Log of the open-to-closed weight ratio by explicit summation."""
    ln_k = ln_k_vant_hoff(T) if ln_k is None else ln_k
    work = np.exp(ln_p) * BAR * dv / (R * T)
    return (logsumexp(occupation_logs(ln_p, ln_k, sites))
            - sites * (host_g(T, h_host) + work))


def ln_p_summed(T, h_host, **options):
    return brentq(lambda y: log_odds(y, T, h_host, **options), -12, 6)


# Closed form, loading and slope against the explicit sums.
slopes, loadings, ratios = {}, {}, {}
for h in HOST_ENTHALPIES:
    for T in (T_LOW, T_REF, T_HIGH):
        for sites in (7, 50):
            p_sum = np.exp(ln_p_summed(T, h, sites=sites))
            assert np.isclose(p_sum, pressure_formula(T, h), rtol=1e-8)
        theta = 1 - np.exp(-host_g(T, h))
        counted = mean_loading(np.log(p_sum), ln_k_vant_hoff(T))
        assert np.isclose(counted, theta, rtol=1e-8)
        step = 1e-6
        numeric = R * (ln_p_summed(1 / (1 / T + step), h)
                       - ln_p_summed(1 / (1 / T - step), h)) / (2 * step)
        assert abs(numeric - (H_BIND + h / theta)) < 1.0     # J/mol
        slopes[h, T], loadings[h, T] = H_BIND + h / theta, theta
    ratios[h] = np.exp(ln_p_summed(T_HIGH, h) - ln_p_summed(T_LOW, h))

# Without host enthalpy the simple exponential is exact.
inverse_gap = 1 / T_LOW - 1 / T_HIGH
simple_ratio = np.exp(-H_BIND / R * inverse_gap)
assert np.isclose(ratios[0.0], simple_ratio, rtol=1e-8)

# Host enthalpy lowers the ratio and can reverse the trend.
h_mid, h_large = HOST_ENTHALPIES[1:]
assert ratios[0.0] > ratios[h_mid] > 1 > ratios[h_large]
full_loading_ratio = np.exp(-(H_BIND + h_mid) / R * inverse_gap)
assert full_loading_ratio > ratios[h_mid]
midpoint_ratio = np.exp(-slopes[h_mid, T_REF] / R * inverse_gap)
assert np.isclose(midpoint_ratio, ratios[h_mid], rtol=0.01)

# A larger cooperative domain gives a sharper step at the same pressure.
ln_p_mid = ln_p_summed(T_REF, h_mid)
for sites in (50, 400):
    d = 1e-4
    sharpness = (log_odds(ln_p_mid + d, T_REF, h_mid, sites)
                 - log_odds(ln_p_mid - d, T_REF, h_mid, sites)) / (2 * d)
    assert np.isclose(sharpness, sites * loadings[h_mid, T_REF], rtol=1e-5)
odds_above = log_odds(ln_p_mid + np.log(1.05), T_REF, h_mid, 400)

# Isosteric enthalpy of the rigid open host from the harmonic site.
def ln_p_half(T):
    ln_k = ln_k_site(T)
    return brentq(lambda y: mean_loading(y, ln_k) - 0.5, -12, 6)


T_a, T_b = T_REF - 1, T_REF + 1
isosteric = R * (ln_p_half(T_b) - ln_p_half(T_a)) / (1 / T_b - 1 / T_a)
assert abs(isosteric - H_BIND) < 3.0                         # J/mol

# Size of two neglected effects on the ratio.
site_ratio = np.exp(
    ln_p_summed(T_HIGH, h_mid, ln_k=ln_k_site(T_HIGH))
    - ln_p_summed(T_LOW, h_mid, ln_k=ln_k_site(T_LOW)))
work_ratio = np.exp(ln_p_summed(T_HIGH, h_mid, dv=VOLUME_CHANGE)
                    - ln_p_summed(T_LOW, h_mid, dv=VOLUME_CHANGE))
site_change = 100 * (site_ratio / ratios[h_mid] - 1)
work_change = 100 * (work_ratio / ratios[h_mid] - 1)
assert abs(site_change) < 0.1 and abs(work_change) < 0.5

print(f"gas constant R = {R:.6f} J/(mol K)")
print(f"binding enthalpy H_b = {H_BIND / 1000:.1f} kJ/mol")
print(f"host opening free energy at 300 K = {G_REF / 1000:.1f} kJ/mol sites")
print(f"1/280 K - 1/320 K = {inverse_gap:.6e} 1/K")
print(f"exponent for H_h = 0: {np.log(simple_ratio):.4f}")
print(f"simple ratio P*(320)/P*(280) = {simple_ratio:.4f}")
for T in (T_LOW, T_REF, T_HIGH):
    print(f"K({T:.0f} K) = {np.exp(ln_k_vant_hoff(T)):.4f} 1/bar")
for h in HOST_ENTHALPIES:
    print(f"--- host enthalpy H_h = {h / 1000:.1f} kJ/mol sites, "
          f"S_h = {host_entropy(h):.3f} J/(mol K)")
    for T in (T_LOW, T_REF, T_HIGH):
        p = pressure_formula(T, h)
        print(f"{T:.0f} K: g = {host_g(T, h):.4f}, "
              f"theta = {loadings[h, T]:.4f}, "
              f"P* = {p:.4f} bar = {p * 100:.2f} kPa, "
              f"R dlnP*/d(1/T) = {slopes[h, T] / 1000:.3f} kJ/mol")
    rise = pressure_formula(T_HIGH, h) - pressure_formula(T_LOW, h)
    print(f"ratio P*(320)/P*(280) = {ratios[h]:.4f}, "
          f"difference = {rise:.4f} bar")
print("--- checks for H_h = 8 kJ/mol sites")
print(f"ratio with theta set to 1 = {full_loading_ratio:.4f}")
print(f"ratio with the 300 K slope held constant = {midpoint_ratio:.4f}")
print(f"log odds open:closed, 400 sites, 5% above P* = {odds_above:.2f}")
print(f"harmonic site: well depth = {WELL_DEPTH / 1000:.3f} kJ/mol, "
      f"rms width per axis at 300 K = {np.sqrt(site_variance):.3f} angstrom")
print(f"isosteric enthalpy from site integral = {isosteric / 1000:.3f} kJ/mol")
print(f"ratio change, harmonic-site K(T) = {site_change:.3f} %")
print(f"host volume change in check = {VOLUME_CHANGE * 1e6:.1f} cm^3/mol sites")
print(f"ratio change from host volume work = {work_change:.3f} %")
print("done: every assertion held")
```

It prints:

```
gas constant R = 8.314463 J/(mol K)
binding enthalpy H_b = -30.0 kJ/mol
host opening free energy at 300 K = 5.0 kJ/mol sites
1/280 K - 1/320 K = 4.464286e-04 1/K
exponent for H_h = 0: 1.6108
simple ratio P*(320)/P*(280) = 5.0068
K(280 K) = 23.6101 1/bar
K(300 K) = 10.0000 1/bar
K(320 K) = 4.7156 1/bar
--- host enthalpy H_h = 0.0 kJ/mol sites, S_h = -16.667 J/(mol K)
280 K: g = 2.0045, theta = 0.8653, P* = 0.2720 bar = 27.20 kPa, R dlnP*/d(1/T) = -30.000 kJ/mol
300 K: g = 2.0045, theta = 0.8653, P* = 0.6423 bar = 64.23 kPa, R dlnP*/d(1/T) = -30.000 kJ/mol
320 K: g = 2.0045, theta = 0.8653, P* = 1.3620 bar = 136.20 kPa, R dlnP*/d(1/T) = -30.000 kJ/mol
ratio P*(320)/P*(280) = 5.0068, difference = 1.0900 bar
--- host enthalpy H_h = 8.0 kJ/mol sites, S_h = 10.000 J/(mol K)
280 K: g = 2.2336, theta = 0.8929, P* = 0.3530 bar = 35.30 kPa, R dlnP*/d(1/T) = -21.040 kJ/mol
300 K: g = 2.0045, theta = 0.8653, P* = 0.6423 bar = 64.23 kPa, R dlnP*/d(1/T) = -20.754 kJ/mol
320 K: g = 1.8041, theta = 0.8354, P* = 1.0761 bar = 107.61 kPa, R dlnP*/d(1/T) = -20.423 kJ/mol
ratio P*(320)/P*(280) = 3.0486, difference = 0.7231 bar
--- host enthalpy H_h = 30.0 kJ/mol sites, S_h = 83.333 J/(mol K)
280 K: g = 2.8636, theta = 0.9429, P* = 0.6999 bar = 69.99 kPa, R dlnP*/d(1/T) = 1.815 kJ/mol
300 K: g = 2.0045, theta = 0.8653, P* = 0.6423 bar = 64.23 kPa, R dlnP*/d(1/T) = 4.671 kJ/mol
320 K: g = 1.2528, theta = 0.7143, P* = 0.5302 bar = 53.02 kPa, R dlnP*/d(1/T) = 11.999 kJ/mol
ratio P*(320)/P*(280) = 0.7575, difference = -0.1697 bar
--- checks for H_h = 8 kJ/mol sites
ratio with theta set to 1 = 3.2584
ratio with the 300 K slope held constant = 3.0476
log odds open:closed, 400 sites, 5% above P* = 16.94
harmonic site: well depth = 31.247 kJ/mol, rms width per axis at 300 K = 0.457 angstrom
isosteric enthalpy from site integral = -30.000 kJ/mol
ratio change, harmonic-site K(T) = 0.020 %
host volume change in check = 60.0 cm^3/mol sites
ratio change from host volume work = 0.189 %
done: every assertion held
```
